Susceptibility peak of the copper(II) acetate dimer from the Bleaney-Bowers equation

**Question**

I have an exercise on the copper(II) acetate dimer. It gives a singlet-triplet gap of 286 cm⁻¹ and asks me to calculate from the Bleaney-Bowers equation that the magnetic susceptibility peaks near 257 K. I cannot get that number.

My first idea was that the peak should come where kT equals the gap, but that gives 411 K. Then I found the equation written with an exchange constant J and the Hamiltonian −2J S1·S2. I put in |J| = 286 cm⁻¹, located the maximum on a plot, and got about 513 K. When I try to differentiate the equation by hand, I end up with the temperature both inside and outside an exponential and cannot solve for it.

Where does 257 K come from? And how seriously should I take it for a real powder, which will contain some impurity and whose gap may not be perfectly constant?

**Answer**

The 286 cm⁻¹ is the whole energy difference between triplet and singlet. Your 513 K comes from a doubled gap, and your 411 K comes from a condition that is not the condition for a maximum. I derive the equation first, because that fixes what the symbols mean.

**The levels and the meaning of the gap**

Each copper(II) ion carries one spin 1/2. Take the Hamiltonian

H = Δ S1·S2 + μB B·g·(S1 + S2),

with dimensionless spin operators, the same g tensor on both ions, and Δ independent of temperature. With total spin S = S1 + S2,

S² = S1² + S2² + 2 S1·S2.

Each ion contributes S1² = S2² = 3/4, so

S1·S2 = ½ [S(S+1) − 3/2].

This equals −3/4 for the singlet (S = 0) and +1/4 for the triplet (S = 1). In zero field the energies are −3Δ/4 and +Δ/4, so

E(triplet) − E(singlet) = Δ = 286 cm⁻¹.

A positive Δ puts the singlet lowest, which is antiferromagnetic coupling. If the exchange term is written −2J S1·S2, comparison gives Δ = −2J, so J = −143 cm⁻¹. If it is written −J S1·S2, then J = −286 cm⁻¹. Using |J| = 286 cm⁻¹ in the first form makes the gap 572 cm⁻¹ and doubles the peak temperature.

**The Bleaney-Bowers equation**

Put the field B along a principal axis of g. The Zeeman term is then g μB B times the component of the total spin along the field. The singlet does not move, and the triplet splits into three levels. Measured from the singlet, their energies are

E_M = Δ + M g μB B, M = −1, 0, +1.

The moment of each level along the field is −∂E_M/∂B = −M g μB. Define

x = Δ/kT, b = g μB B/kT.

The partition function of one dimer is

Z = 1 + e^(−x) (e^b + 1 + e^(−b)),

and its mean moment is

m = g μB e^(−x) (e^b − e^(−b))/Z.

In a weak field b is small, so e^b − e^(−b) ≈ 2b and Z ≈ 1 + 3e^(−x). Multiplying numerator and denominator by e^x gives

m ≈ g μB · 2b/(e^x + 3) = 2 g² μB² B/{kT [3 + exp(Δ/kT)]}.

A mole of copper contains half a mole of dimers, which removes the factor 2. In SI units the molar susceptibility per copper is

χ = μ0 N_A m/(2B) = μ0 N_A g² μB²/{kT [3 + exp(Δ/kT)]}.

For a powder, the response along the field is averaged over all orientations. The squared direction cosine for each principal axis averages to 1/3, so g² is replaced by

g² = (g∥² + 2g⊥²)/3.

This factor does not depend on temperature. Neither g nor the choice between "per copper" and "per dimer" affects the peak position in this model.

**Finding the maximum**

The exponential is easier to handle if x is the variable. Since 1/kT = x/Δ,

χ = (μ0 N_A g² μB²/Δ) · x/(3 + e^x).

The quotient rule gives

d/dx [x/(3 + e^x)] = (3 + e^x − x e^x)/(3 + e^x)².

The denominator is positive, so a stationary point requires

3 + e^x = x e^x, or (x − 1) e^x = 3.

The derivative of (x − 1)e^x is x e^x, which is positive for x > 0. The left side therefore rises steadily from −1 at x = 0 without bound, and it equals 3 at one point, x_m. Below x_m the slope of χ with respect to x is positive; above x_m it is negative. The point is a maximum, and there is no other for positive temperature.

This also shows what is wrong with kT = Δ. There x = 1, and the numerator of the derivative is 3, not zero. The susceptibility is still growing with x, that is, with cooling, so the peak lies at a lower temperature.

To solve for x, divide both sides of (x − 1)e^x = 3 by e:

(x − 1) e^(x−1) = 3/e.

The Lambert function W(z) is defined as the solution w of w e^w = z. Here w = x − 1 and z = 3/e, so

x_m = 1 + W(3/e), k T_max = Δ/[1 + W(3/e)].

If you have no Lambert function at hand, apply Newton's method to f(x) = (x − 1)e^x − 3, whose derivative is x e^x:

x_new = x − [(x − 1)e^x − 3]/(x e^x).

Starting from x = 2 it converges steadily, because f is increasing and convex for x > 0 and the start lies above the root.

**The number**

With 3/e = 1.10364, W(3/e) = 0.60355, and therefore x_m = 1.60355. You can check the root directly: e^(x_m) = 4.9706, and 0.60355 × 4.9706 = 3.000.

The Boltzmann constant in these units is 0.695035 cm⁻¹/K. Hence

Δ/k = 286/0.695035 = 411.49 K,

T_max = 411.49/1.60355 = 256.6 K ≈ 257 K,

or about −17 °C. I also diagonalized the two-spin Hamiltonian in a field of 0.02 T, averaged the moments thermally, and located the peak of moment divided by field. That route does not use the Bleaney-Bowers equation, and it also gives 256.6 K.

The peak temperature is proportional to the gap, with a slope of 0.897 K per cm⁻¹. If the gap is known to the nearest wavenumber, an uncertainty of 0.5 cm⁻¹ moves the peak by about 0.45 K. Quoting more digits than 257 K would claim too much.

**Why there is a peak**

Two tendencies compete. Cooling makes each occupied triplet easier to magnetize, which is the factor 1/T. Cooling also empties the triplet in favour of the nonmagnetic singlet. The triplet population is

P = 3e^(−x)/(1 + 3e^(−x)) = 3/(3 + e^x),

which at the peak is 3/(3 + 4.9706) = 0.376. So 38% of the dimers are magnetic at the maximum.

At low temperature x is large and χ is proportional to x e^(−x), which goes to zero. At high temperature x is small. Setting x = 0 in the exponential gives

χ ≈ μ0 N_A g² μB²/(4kT),

the Curie law for independent spins 1/2. Keeping the next term, e^x ≈ 1 + x, gives

χ ≈ μ0 N_A g² μB²/[4k(T + Δ/4k)].

This has the Curie-Weiss form with an offset Δ/4k = 411.49/4 ≈ 103 K. It holds for T well above Δ/k, so it should not be used to locate the peak.

Two related cases have no maximum. The product χT is proportional to 1/[3 + exp(Δ/kT)], which rises steadily with temperature for Δ > 0; you must plot χ, not χT. For ferromagnetic coupling, Δ and x are negative. Then (x − 1)e^x lies between −1 and 0 and can never equal 3.

**Height and flatness**

The stationarity condition simplifies the height. Replacing 3 + e^x by x e^x gives x/(3 + e^x) = e^(−x) at the peak, so

χ_max = (μ0 N_A g² μB²/Δ) e^(−x_m).

The height needs values of g. As assumed inputs for an example, not measured properties of your sample, take g∥ = 2.35 and g⊥ = 2.07. Then

g² = (2.35² + 2 × 2.07²)/3 = 4.70, g = 2.17.

The prefactor is 53.8 × 10⁻⁹ m³/mol, and

χ_max = 53.8 × 10⁻⁹/4.9706 = 10.8 × 10⁻⁹ m³ per mole of copper,

or 862 × 10⁻⁶ cm³/mol in cgs units.

The maximum is broad, and its curvature tells you how broad. Let y = ln T, so that dx/dy = −x, and let q = e^x/(3 + e^x). Then

ln χ = constant + ln x − ln(3 + e^x),

d ln χ/dy = −x (1/x − q) = −1 + xq.

Because dq/dx = q(1 − q), a second differentiation gives

d² ln χ/dy² = −x [q + xq(1 − q)].

At the peak xq = 1, so the bracket is q + 1 − q = 1 and the curvature is −x_m. To leading order, a temperature offset δT lowers χ by the fraction

(x_m/2)(δT/T_max)².

For δT = 10 K this is 0.80 × (10/256.6)² = 0.0012, or 0.12%. The diagonalized model, averaged over +10 K and −10 K, gives the same 0.12%; the curve is slightly lopsided, with a drop of 0.13% at −10 K and 0.11% at +10 K. At 298.15 K the model susceptibility is 10.65 × 10⁻⁹ m³/mol, still within 2% of its maximum. Reading a peak position from a few noisy points is therefore unreliable; fitting the whole curve uses much more of the information.

**How far a real powder can move the peak**

A flat maximum is easily shifted. Suppose a small correction adds ε(T) to ln χ. Near the old peak, the slope of ln χ with respect to ln T is −x_m δT/T_max. Setting the total slope to zero gives

δT/T_max = (1/x_m) dε/d(ln T).

*Uncoupled copper.* Let a fraction ρ of the copper ions be independent spins with the same g. Their susceptibility per mole is χ_s = μ0 N_A g² μB²/(4kT), so χ_s/χ = (3 + e^x)/4. The total is

(1 − ρ)χ + ρχ_s = (1 − ρ)χ [1 + r(3 + e^x)/4], r = ρ/(1 − ρ).

For small r, ε ≈ r(3 + e^x)/4. Its derivative with respect to ln T is −r x e^x/4, because dx/d(ln T) = −x. Therefore

δT/T_max = −r e^(x_m)/4.

For ρ = 1%, r = 0.0101 and δT = −256.6 × 0.0101 × 4.9706/4 = −3.2 K. Locating the peak of the combined curve numerically also gives −3.2 K. The shift grows roughly in proportion to ρ: 5% moves the peak by −16.5 K, and near 22% the maximum disappears altogether. This impurity shows itself on cooling: its susceptibility grows as 1/T while that of the dimers vanishes. The low-temperature tail can therefore be used to estimate ρ before the gap is fitted, provided the data reach low enough. For ρ = 1% the curve has its minimum near 52 K, and the impurity supplies about 31% of the spin susceptibility at 80 K, 90% at 50 K and practically all of it below 30 K.

*A drifting gap.* Let α = d ln Δ/dT, with the gap equal to 286 cm⁻¹ at 256.6 K. In the form χ ∝ 1/[T(3 + e^x)], the drift adds αTx to dx/d(ln T). Since the derivative of −ln(3 + e^x) with respect to x is −q, the added slope of ln χ is −q αTx, which is −αT at the peak. Hence

δT = −α T_max²/x_m.

For an assumed drift of −1% per 100 K, α = −10⁻⁴ K⁻¹ and δT = 10⁻⁴ × 256.6²/1.60355 = +4.1 K. The full numerical calculation gives +4.05 K, slightly less than this first-order estimate. The drift is an illustration, not a measured property of your sample.

*Zero-field splitting and field strength.* An axial triplet splitting of magnitude 0.34 cm⁻¹, a rough typical value, moves the powder peak by 0.009 K, upward or downward according to its sign, when the gap is measured to the centre of gravity of the triplet. If the gap is measured to the M = 0 level instead, the shift is about 0.2 K. A measuring field of 1 T moves the peak of moment divided by field by −0.001 K. Both are negligible here.

*Coupling between dimers.* Add a weak exchange J′ S2·S3 between a spin of one dimer and a spin of the next. To first order the free energy changes by J′⟨S2⟩·⟨S3⟩, evaluated without J′. For isotropic g each average spin is proportional to χB, so the change in χ is −cJ′χ², with c independent of temperature. Its temperature derivative is −2cJ′χ dχ/dT, which vanishes at the original peak. The shift therefore begins at order J′². Diagonalizing two dimers joined in this way gives −0.00074 K for J′ = 2 cm⁻¹ and −0.00296 K for 4 cm⁻¹, the expected factor of four. At J′ = 2 cm⁻¹ the height changes by −0.07%. These numbers are for a single link; with each dimer linked on both sides, as in a ring of three dimers, the height change doubles to −0.14% and the shift is −0.0011 K. The value J′ = 2 cm⁻¹ is assumed, not measured. The shift grows as J′², to about −0.1 K at 20 cm⁻¹ and −0.7 K at 50 cm⁻¹. The first-order term cancels only at the peak of the pure dimer: with 5% uncoupled copper present, J′ = 2 cm⁻¹ adds about −0.05 K. For couplings of a few cm⁻¹ the effect is negligible.

*A temperature-independent term.* The field also mixes in higher electronic states, which the spin model leaves out. A rough size for the resulting contribution is 60 × 10⁻⁶ cm³/mol in cgs units, or 0.75 × 10⁻⁹ m³/mol. That is 7% of the calculated peak height. Treated as a constant it has zero slope, so it raises the curve without moving the maximum. It must still be included when you compare heights or fit data. So must the diamagnetism of the core electrons and ligands, another constant, of opposite sign and roughly −90 × 10⁻⁶ cm³/mol per copper from Pascal constants, unless the data have already been corrected for it.

**What the 257 K means for the compound**

In solid copper(II) acetate hydrate, four acetate groups bridge each pair of copper ions, and the measured susceptibility has a broad maximum somewhat below room temperature. The dimer model with a 286 cm⁻¹ gap belongs to that regime. The 257 K is only as good as the gap put in: a gap of 298 cm⁻¹ would give 267 K, and one of 279 cm⁻¹ would give 250 K. Of the effects sized above, uncoupled copper and a drifting gap matter most for the position: the amounts assumed here move it by about 3 K down and 4 K up. A difference of a few kelvin from 257 K is therefore no evidence against the dimer model.

You can also use the result in reverse. For a pure dimer with a constant gap,

Δ = x_m k T_max, or Δ in cm⁻¹ ≈ 1.115 × T_max in K.

An error of 4 K in the peak position then becomes an error of about 4.5 cm⁻¹ in the gap. If your 286 cm⁻¹ was itself fitted to a susceptibility curve, finding the peak of that same curve near 257 K checks the consistency of the fit; it is not independent evidence for the gap. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
singlet-triplet gap: 286 cm^-1
Boltzmann constant: 0.695035 cm^-1/K
gap divided by k: 411.49 K
g parallel, g perpendicular: 2.35, 2.07
powder g: 2.1674
3/e: 1.10364
W(3/e): 0.60355
x at maximum: 1.60355
exp(x) at maximum: 4.9706
T_max from formula: 256.61 K
T_max from diagonalization: 256.61 K
T_max in Celsius: -16.5 C
T_max change per cm^-1 of gap: 0.8972 K
T_max if 286 is misread as |J| in -2J: 513.2 K
peak chi per mol Cu: 10.827 1e-9 m^3/mol
peak chi per mol Cu, cgs: 861.6 1e-6 cm^3/mol
triplet population at peak: 37.64 %
room temperature: 298.15 K
chi at room temperature: 10.648 1e-9 m^3/mol
offset for flatness: 10 K
mean drop at offset, diagonalization: 0.1220 %
mean drop at offset, formula: 0.1218 %
uncoupled copper fraction: 1.0 %
peak shift, uncoupled copper: -3.21 K
same, first-order formula: -3.22 K
assumed gap drift: -1.0 % per 100 K
peak shift, gap drift: 4.05 K
same, first-order formula: 4.11 K
zero-field splitting magnitude: 0.34 cm^-1
peak shift, positive splitting: 0.0089 K
peak shift, negative splitting: -0.0090 K
measuring field: 1.0 T
peak shift, measuring field: -0.0011 K
coupling between dimers: 2.0 cm^-1
peak shift, coupled dimers: -0.00074 K
peak shift, doubled coupling: -0.00296 K
chi change at T_max, coupled dimers: -0.070 %
temperature-independent term: 0.754 1e-9 m^3/mol
that term relative to peak chi: 7.0 %
```
